# Population Control Bias of Order 1/N and Its Removal by Reweighting

A projector Monte Carlo algorithm with a fixed population of $N=12$ walkers, applied to a three-state model whose ground-state energy is $E_0=-0.48119$ Ha, has the stationary mean energy $-0.46675$ Ha. The excess of $0.01445$ Ha ($0.393$ eV) is not statistical noise, since it comes from the stationary distribution of the algorithm itself, and it is not a time-step error of the projection, since the propagator is similar to a matrix that has the eigenvectors of the Hamiltonian for any step, so that an infinite population gives $E_0$ exactly. Its size at fixed $N$ does depend on the step: it is $0.0050$ Ha at twice and $0.0194$ Ha at half the step used here. For $N=12,24,36,48$ the excess multiplied by $N$ is $0.1734$, $0.1693$, $0.1680$, $0.1674$ Ha. Each step of the algorithm is unbiased in a sense defined below, so both the bias and its $1/N$ law need an explanation.

## The algorithm and its conventions

Hartree atomic units are used. The Hamiltonian $H$ is a real symmetric matrix in a finite basis $a$, with $H_{ba}\le0$ for $b\ne a$, so there is no sign problem. With a positive trial function $\psi_T$, a step $\tau$ and a reference energy $E_T$, the importance-sampled propagator is
$$K_{ba}=\psi_T(b)\,[\delta_{ba}-\tau(H_{ba}-E_T\delta_{ba})]\,/\,\psi_T(a).$$
The step is small enough that $K_{ba}\ge0$, and some power of $K$ is assumed to be strictly positive. $K$ is similar to the symmetric matrix $I-\tau(H-E_T)$, so its eigenvalues are $\lambda_n=1-\tau(E_n-E_T)$, and by the Perron–Frobenius theorem $\lambda\equiv\lambda_0>|\lambda_n|$ for $n\ge1$. The leading right and left eigenvectors are $\pi\propto\psi_T\psi_0$ and $h\propto\psi_0/\psi_T$, normalized by $\mathbf 1\cdot\pi=1$ and $h\cdot\pi=1$, where $\mathbf 1$ is the vector of ones. The column sums are the weights,
$$w_a=\sum_bK_{ba}=1-\tau(e_a-E_T),\qquad e_a=\sum_b\psi_T(b)H_{ba}/\psi_T(a),$$
with $e$ the local energy. Summing $K\pi=\lambda\pi$ over components gives $w\cdot\pi=\lambda$, which is $e\cdot\pi=E_0$.

The $N$ walkers have equal weight after each step, and $x_t(a)$ is the fraction of them in state $a$. The step multiplies the total weight by the normalization factor $F_t=w\cdot x_t$, which the algorithm divides out to keep $N$ fixed. Define $f_t=F_t/\lambda$ and the mixed estimator $E_t=e\cdot x_t$. Population control is unbiased if
$$\langle x_{t+1}\,|\,x_t\rangle=\Phi(x_t)=Kx_t/F_t .\tag{1}$$
Unconditional averages refer to the stationary state of the population, assumed unique, and $\mu=\langle x_t\rangle$, $\delta_t=x_t-\pi$, $\bar\delta=\mu-\pi$. All these differences have zero component sum.

A definite family of schemes is needed for numbers. A walker at $a$ is kept with probability $\varepsilon w_a\le1$ and otherwise replaced by a copy of a walker drawn with probability proportional to $w$; it then moves to $b$ with probability $K_{ba}/w_a$. A replaced and moved walker is distributed as $\Phi(x)$, so the descendant of a walker at $a$ has the distribution $q_a=\varepsilon K_{\cdot a}+(1-\varepsilon w_a)\Phi$. Then $\sum_ax_aq_a=\varepsilon Kx+(1-\varepsilon F)\Phi=\Phi$, because $Kx=F\Phi$, and (1) holds. Given $x$, the descendants are independent, each contributes an indicator vector of covariance $\mathrm{diag}\,q_a-q_aq_a^T$, and there are $Nx_a$ of each kind. The conditional covariance of $x_{t+1}$ is therefore $D(x_t)/N$ with
$$D(x)=\sum_ax_a\,[\mathrm{diag}\,q_a-q_aq_a^T],\qquad D\equiv D(\pi).\tag{2}$$
The case $\varepsilon=0$ is multinomial resampling.

Both derivations use the matrix $J=PK/\lambda$ with $P=I-\pi\mathbf 1^T$. Since $PK\pi=\lambda P\pi=0$, one has $PKP=PK$ and hence $J^k=P(K/\lambda)^k$ for $k\ge1$; on zero-sum vectors this holds for $k=0$ as well. $J$ annihilates $\pi$ and maps $Pv_n$, for the other eigenvectors $v_n$ of $K$, to $(\lambda_n/\lambda)Pv_n$. Its spectral radius is $\rho=\max_{n\ge1}|\lambda_n|/\lambda<1$.

## First derivation: restoring the discarded weight

$F_t$ is fixed once $x_t$ is given, so (1) multiplied by $f_t$ is linear: $\langle f_tx_{t+1}|x_t\rangle=(K/\lambda)x_t$. Let
$$W_L=\prod_{s=t-L}^{t-1}f_s .$$
Conditioning on the history up to $t-1$ leaves all factors fixed and replaces $f_{t-1}x_t$ by $(K/\lambda)x_{t-1}$. The constant matrix comes out of the average, the remaining expression has the same form with $L-1$ factors, and $L$ repetitions give
$$\langle W_Lx_t\rangle=(K/\lambda)^L\mu,\qquad\langle W_L\rangle=\mathbf 1\cdot(K/\lambda)^L\mu,\tag{3}$$
for every $N$. The second relation is the component sum of the first. The reweighted energy is then
$$E^{(L)}\equiv\frac{\langle W_LE_t\rangle}{\langle W_L\rangle}=\frac{e\cdot K^L\mu}{\mathbf 1\cdot K^L\mu}.\tag{4}$$
The unknown $\lambda$ cancels in the ratio, so the raw factors $F_s$ serve equally well. Expand $\mu=c_0\pi+\sum_{n\ge1}c_nv_n$ with $c_0=h\cdot\mu$, and put $s_n=\mathbf 1\cdot v_n$. From $w\cdot v_n=\mathbf 1\cdot Kv_n=\lambda_ns_n$ follows $e\cdot v_n=E_ns_n$, so
$$E^{(L)}-E_0=\frac{1}{\langle W_L\rangle}\sum_{n\ge1}A_n\left(\frac{\lambda_n}{\lambda}\right)^{L},\qquad A_n=c_ns_n(E_n-E_0),\tag{5}$$
and $\langle W_L\rangle\to h\cdot\mu>0$. Carrying $L$ factors projects the biased mean distribution through $L$ steps of the true propagator, and the bias that remains is bounded by a constant times $\rho^L$, at any $N$. If the terms of (5) differ in sign, the first few factors can reduce it more slowly than $\rho^L$. The removal is complete in the limit $L\to\infty$.

The definition of the covariance, $\langle W_LE_t\rangle=\langle W_L\rangle\langle E_t\rangle+\mathrm{Cov}(W_L,E_t)$, turns (4) into
$$\langle E\rangle=E^{(L)}-\frac{\mathrm{Cov}(W_L,E_t)}{\langle W_L\rangle}.\tag{6}$$
As $L\to\infty$ the bias of the plain estimator is minus the covariance of the energy with the accumulated total weight, divided by the mean of that weight. The accumulated weight is the product of all past factors and not the factor of one step. A population that sits by chance in states of low local energy has $f>1$ and would gain weight relative to its average self; normalization discards that gain. When a low local energy tends to persist over the following steps, the covariance in (6) is negative, such populations are undercounted and the bias is positive, as in the model below. The sign is not general: for the two-state $H$ with diagonal $(0,0.5)$ Ha and coupling $-1$ Ha, $\psi_T=(1,1)$, $E_T=-1$ Ha, $\tau=0.6$ Ha$^{-1}$ and $\varepsilon=0$, where $\lambda_1<0$, the bias at $N=12$ is negative, with $N(\langle E\rangle-E_0)=-0.0154$ Ha.

The $1/N$ law needs an estimate of the covariance. The vector form of (6) is convenient. Apply $P$ to (3): the right side becomes $J^L\mu=J^L\bar\delta$, and the left side is $\langle W_L\,\delta_t\rangle=\langle W_L\rangle\bar\delta+\mathrm{Cov}(W_L,x_t)$, because $Px_t=\delta_t$. Thus, with no approximation,
$$(\langle W_L\rangle-J^L)\,\bar\delta=-\mathrm{Cov}(W_L,x_t).\tag{7}$$
Now assume the scaling of a central limit theorem: joint cumulants of order $n\ge2$ of the $x_s$ are $O(N^{1-n})$, and $\bar\delta\to0$ as $N\to\infty$. Write $f_s=1+u_s$ with $u_s=w\cdot\delta_s/\lambda$, and expand $W_L=1+\sum_su_s+\sum_{s<s'}u_su_{s'}+\dots$ at fixed $L$. The linear terms give covariances of order $1/N$. A quadratic term gives $\mathrm{Cov}(u_su_{s'},x_t)$, which is a third cumulant, $O(N^{-2})$, plus means $\langle u\rangle$ times covariances. For $L$ large enough that $\|J^L\|<1$ the matrix in (7) is invertible at large $N$, so $\bar\delta=O(1/N)$. That makes $\langle u\rangle=O(1/N)$, the products of means and covariances $O(N^{-2})$, higher terms no larger, and $\langle W_L\rangle=1+O(1/N)$ by (3). With $\bar\delta=m/N+O(N^{-2})$, the $1/N$ coefficient of (7) reads $(I-J^L)m=-\lim_NN\sum_{k=1}^{L}\mathrm{Cov}(f_{t-k},x_t)$ for each $L$. Since $J^L\to0$, the limit $L\to\infty$ contracted with $e$ gives
$$\langle E\rangle-E_0=\frac bN+O(N^{-2}),\qquad b=-\sum_{k\ge1}\lim_{N\to\infty}N\,\mathrm{Cov}(f_{t-k},E_t).\tag{8}$$

## Second derivation: noise in a nonlinear map

Here the algorithm is read as the deterministic map $\Phi$ plus noise, $x_{t+1}=\Phi(x_t)+\eta_{t+1}$, where $\eta_{t+1}$ has zero conditional mean and conditional covariance $D(x_t)/N$. Insert $x=\pi+\delta$, use $K\pi=\lambda\pi$ and $w\cdot\pi=\lambda$, and note $w\cdot\delta=\mathbf 1^TK\delta$:
$$\Phi-\pi=\frac{\lambda\pi+K\delta}{\lambda+w\cdot\delta}-\pi=\frac{K\delta-\pi\,(w\cdot\delta)}{\lambda+w\cdot\delta}=\frac{J\delta}{1+u},\qquad u=\frac{w\cdot\delta}{\lambda}.\tag{9}$$
The only nonlinearity is the denominator $1+u=f$, the normalization, which is bounded below by $\min_aw_a/\lambda>0$. The identity $1/(1+u)=1-u+u^2-u^3/f$ gives
$$\delta_{t+1}=J\delta_t-u_tJ\delta_t+u_t^2J\delta_t-u_t^3J\delta_t/f_t+\eta_{t+1}.\tag{10}$$
Assume that second moments of $\delta$ are $O(1/N)$ and third and fourth moments $O(N^{-2})$.

Multiply (10) by its transpose and average. Cross terms with $\eta_{t+1}$ vanish because its conditional mean is zero; the nonlinear terms contribute third and higher moments; and $\langle D(x_t)\rangle\to D$. With $\langle\delta\delta^T\rangle=C/N$ at leading order, stationarity gives the Lyapunov equation
$$C=JCJ^T+D,\qquad C=\sum_{j\ge0}J^jD\,(J^T)^j,\tag{11}$$
and the series converges because $\rho<1$. Multiplying (10) by an earlier $\delta_{t-k}^T$ gives in the same way $\langle\delta_{t+1}\delta_{t-k}^T\rangle=J\langle\delta_t\delta_{t-k}^T\rangle$ at order $1/N$, so $\mathrm{Cov}(x_t,x_{t-k})=J^kC/N$ at this order.

The average of (10) itself fixes the mean. The quadratic term is $\langle u\,J\delta\rangle=J\langle\delta\delta^T\rangle w/\lambda=JCw/(\lambda N)$, and the later terms are $O(N^{-2})$. Hence $\bar\delta=m/N$ with $m=Jm-JCw/\lambda$, and the Neumann series for $(I-J)^{-1}$ gives
$$m=-(I-J)^{-1}JCw/\lambda=-\sum_{k\ge1}J^kCw/\lambda,\qquad b=e\cdot m.\tag{12}$$
The term $e^TJ^kCw/\lambda$ is $N\,\mathrm{Cov}(E_t,f_{t-k})$, so (12) is (8), now with each covariance given by the matrices $K$ and $D$.

The sum can be closed. Because $e=(E_T+1/\tau)\mathbf 1-w/\tau$, the estimator is $E_t=E_T+(1-\lambda f_t)/\tau$, and (8) becomes $b/N=(\lambda/\tau)\sum_{k\ge1}\mathrm{Cov}(f_{t-k},f_t)$. Define $\sigma^2$ by the growth of the variance of the summed factors,
$$\frac{\sigma^2}{N}=\lim_{L\to\infty}\frac1L\mathrm{Var}\sum_{s}f_s=\frac{v_f}{N}+2\sum_{k\ge1}\mathrm{Cov}(f_{t-k},f_t),\qquad v_f=\frac{w^TCw}{\lambda^2}.$$
At linear order $u_s=\sum_{k\ge0}w^TJ^k\eta_{s-k}/\lambda$. For a zero-sum $\eta$ put $a_k=\mathbf 1^T(K/\lambda)^k\eta$. Then $w^TJ^k\eta/\lambda=\mathbf 1^T(K/\lambda)(I-\pi\mathbf 1^T)(K/\lambda)^k\eta=a_{k+1}-a_k$, using $w\cdot\pi=\lambda$. The sum over $k$ telescopes to $a_\infty-a_0=h\cdot\eta$, since $(K/\lambda)^k\to\pi h^T$ and $a_0=0$. Each kick $\eta$ adds $h\cdot\eta$ to the sum over a long window, kicks at different steps are uncorrelated, and the ends of the window add a term that stays bounded as $L$ grows. Therefore
$$\sigma^2=h^TDh=\sum_a\pi_a\,\mathrm{Var}_{q_a}h,\qquad b=\frac{\lambda\,(\sigma^2-v_f)}{2\tau},\tag{13}$$
where the form with $q_a$ uses (2). Here $\sigma^2$ is the noise that one step injects into $h=\psi_0/\psi_T$, and the equal-time variance $v_f$ is subtracted from it. For $\psi_T=\psi_0$ the local energy is constant and the bias vanishes at any $N$. Otherwise $b$ has the sign of the summed autocovariance of $f$, which (13) does not fix in general.

## Growth energy, residual bias and cost

The growth estimator $E_g=E_T+(1-e^{\langle\ln F\rangle})/\tau$ has $E_g-E_0=\lambda(1-e^{\langle\ln f\rangle})/\tau$. Jensen's inequality gives $L\langle\ln f\rangle=\langle\ln W_L\rangle\le\ln\langle W_L\rangle$, and the right side stays finite by (3), so division by $L\to\infty$ yields $\langle\ln f\rangle\le0$ and $E_g\ge E_0$ for every $N$. At leading order $\langle\ln f\rangle=\langle u\rangle-v_f/2N$, with $\langle u\rangle=-\tau b/(\lambda N)=-(\sigma^2-v_f)/2N$. The sum is $\langle\ln f\rangle=-\sigma^2/2N$, so
$$E_g-E_0=\frac{b_g}{N}+O(N^{-2}),\qquad b_g=\frac{\lambda\sigma^2}{2\tau}.\tag{14}$$

The residual bias follows from $\langle W_L\delta_t\rangle=J^L\bar\delta$, found above: $E^{(L)}-E_0=e\cdot J^L\bar\delta/\langle W_L\rangle=e\cdot J^Lm/N+O(N^{-2})$. It is small in both $1/N$ and $\rho^L$.

The price is the spread of the weights. At leading order $\ln W_L$ has variance $L\sigma^2/N$ up to the end term, and if the joint cumulants, scaling with $N$ as assumed above, also decay summably with the time separations, uniformly in $N$, its higher cumulants grow as $L/N^2$ or more slowly. For a Gaussian $\ln W$ with variance $V$, $\langle W^2\rangle/\langle W\rangle^2=e^{V}$, so this ratio grows as $\exp(L\sigma^2/N)$ at leading order in $1/N$. Reweighting is useful in the window
$$1/\ln(1/\rho)\ll L\ll N/\sigma^2 ,$$
which closes when $\sigma^2/\ln(1/\rho)$ is no longer small compared with $N$. This happens for a small gap, unless $\sigma^2$ shrinks with it, and for a trial function poor enough to make $\sigma^2$ large. In a run, $W_LE_t$ and $W_L$ are summed over times and populations before the ratio is formed; a ratio taken for one population at one time cancels $W_L$ and returns $E_t$.

The coefficient depends on the scheme. For $\varepsilon=0$ every $q_a$ equals $\pi$ at the fixed point, so $\sigma^2=\mathrm{Var}_\pi h$, independent of $\tau$, and $b_g\propto\lambda/\tau$ diverges as $\tau\to0$: a fixed amount of noise is injected per step while the restoring contraction per step is $O(\tau)$. For $\varepsilon=1$, allowed when $E_T\le\min_ae_a$, a descendant leaves $a$ for $b\neq a$ with probability $\tau[r_{ba}+(e_a-E_T)\pi_b]$, where $r_{ba}=-\psi_T(b)H_{ba}/\psi_T(a)$. Then $\mathrm{Var}_{q_a}h=\langle(h-h_a)^2\rangle-\langle h-h_a\rangle^2$, whose second term is $O(\tau^2)$, and
$$b_g\to\tfrac12\sum_a\pi_a\Big[\sum_{b\ne a}r_{ba}(h_b-h_a)^2+(e_a-E_T)\sum_b\pi_b(h_b-h_a)^2\Big].\tag{15}$$
Here $D$ and $1-\rho$ are both $O(\tau)$, so $C=O(1)$; $C$ annihilates $\mathbf 1$, so $v_f=\tau^2e^TCe/\lambda^2$, and $b$ has the same finite limit as $b_g$.

## The numbers of the model

The model is the singlet sector of the asymmetric Hubbard dimer with round parameters $t=0.5$, $U=2$, $\Delta=1$ Ha, the site energies being $\mp\Delta/2$. In the basis (left pair, covalent, right pair) the diagonal is $(U-\Delta,0,U+\Delta)=(1,0,3)$ Ha and each pair state couples to the covalent one by $-\sqrt2\,t$. Diagonalization gives $-0.48119$, $1.31111$, $3.17009$ Ha; $E_0$ ($-13.094$ eV) is the energy of this model and of no real molecule. With $\psi_T=(\tfrac12,\tfrac1{\sqrt2},\tfrac12)$, $E_T=-1$ Ha and $\tau=0.1$ Ha$^{-1}$, one has $e=(0,-1,2)$ Ha, $w=(0.9,1,0.7)$, $\pi=(0.22790,0.67513,0.09697)$, $h=(0.78792,1.16707,0.33525)$, $\mathrm{Var}_\pi h=0.07194$, $\lambda=0.948119$ and $\rho=\lambda_1/\lambda=0.810962$. The columns of $K$ are $(0.8,0.1,0)$, $(0.05,0.9,0.05)$ and $(0,0.1,0.6)$.

For $\varepsilon=1$ the mean of $h$ under $q_a$ is $\lambda h_a+1-w_a$, and its second moment is $\sum_bK_{ba}h_b^2+(1-w_a)(1+\mathrm{Var}_\pi h)$. For the right pair state these are $0.3179+0.3=0.6179$ and $0.1362+0.0674+0.3216=0.5252$, so the variance is, with one more digit, $0.52522-0.61786^2\approx0.1435$. The left and covalent states give $0.0226$ and $0.0381$, and
$$\sigma^2=0.2279(0.0226)+0.6751(0.0381)+0.0970(0.1435)=0.0448 ,$$
or $0.044791$ with more digits. Numerical solution of the Lyapunov equation gives $v_f=0.009875$ and $m=(0.06569,-0.09897,0.03328)$. Then $b=0.948119\,(0.044791-0.009875)/0.2=0.1655$ Ha, and also $e\cdot m=0.09897+2(0.03328)=0.1655$ Ha. The population is depleted in the covalent state, which has the lowest local energy. The growth coefficient is $b_g=0.948119\,(0.044791)/0.2=0.2123$ Ha.

The finite-$N$ values come from the Markov chain of the whole population. Its states are the occupation triples, its transition probabilities are the coefficients of the generating function $\prod_a(q_a\cdot z)^{n_a}$ extracted by Fourier transform, and its stationary vector solves a linear system. A cubic in $1/N$ through the four values quoted at the start, taken before rounding, extrapolates to $0.16552$ Ha, equal to $b$ in all five digits, and minus the sum of the first 120 lag covariances extrapolates to the same number. The lag-one term is $N\,\mathrm{Cov}(f_{t-1},E_t)=-0.05874$ Ha, about 35% of $b$ in size, so the factor of a single step accounts for about a third of the bias. At $N=12$, $b/N=0.01379$ Ha lies 4.5% below the full bias of $0.01445$ Ha; the difference is the higher-order part.

For $\varepsilon=1$, $b$ rises from $0.1655$ Ha at $\tau=0.1$ to $0.2214$ Ha at $\tau=0.05$, toward the limit (15), $0.2790$ Ha. For $\varepsilon=0$ it goes from $0.2679$ to $0.6351$ Ha, and $b_g$ from $0.3411$ to $0.7008$ Ha. In the last case the extrapolated chain value of $b$ is $0.6361$ Ha, 0.15% above the formula; this is the remainder of the cubic extrapolation, since a cubic through $N=36,48,60,72$ gives $0.6352$ Ha against $0.6351$ Ha from the formula.

At $N=12$, $\varepsilon=1$, $\tau=0.1$ the chain gives:

| $L$ | $\langle W_L\rangle$ | $\mathrm{Cov}(W_L,E)$ (Ha) | $E^{(L)}-E_0$ (Ha) | $\langle W_L^2\rangle/\langle W_L\rangle^2$ |
|---|---|---|---|---|
| 1 | 0.99848 | −0.005123 | 9.316×10⁻³ | 1.0008 |
| 5 | 0.99615 | −0.012560 | 1.838×10⁻³ | 1.0114 |
| 10 | 0.99561 | −0.014026 | 3.594×10⁻⁴ | 1.0288 |
| 30 | 0.99544 | −0.014377 | 4.000×10⁻⁶ | 1.1055 |

Each row divides the same bias according to (6); for $L=1$, $0.009316+0.005123/0.99848=0.014447$ Ha. The early decay is faster than $\rho^L$: five factors reduce the bias to 13% of its value, while $\rho^5=0.351$. Equation (5) has two terms here, with $\lambda_2/\lambda=(1-0.1\times4.17009)/0.948119=0.6149$. At $L=30$ the second term is negligible, so $A_1\approx4.000\times10^{-6}(0.99544)/\rho^{30}=2.1\times10^{-3}$ Ha, and $L=0$ gives $A_2=0.01445-A_1=0.0123$ Ha. At $L=5$ these predict $(0.75+1.08)\times10^{-3}/0.99615=1.84\times10^{-3}$ Ha, the tabulated value. Most of the bias in this model sits in the faster mode. The window runs from $1/\ln(1/\rho)=4.8$ to $N/\sigma^2=268$ steps. At $L=30$ the weight ratio $1.1055$ is below $e^{30/268}=1.118$, which omits the end term and higher orders in $1/N$.

A simulation of individual walkers, with 2000 independent populations and 500 steps after 100 discarded, gives $-0.4661\pm0.0006$ Ha for the plain estimator and $-0.4806\pm0.0006$ Ha with $L=30$; the errors are standard errors over populations. Each lies about one error above its chain value, $-0.46675$ and $-0.48119$ Ha. Their difference, $-0.01444$ Ha, agrees with $-0.014377/0.99544=-0.01444$ Ha.

## What each derivation assumes

The first derivation reaches (3) to (7) from unbiasedness (1), stationarity and the gap of $K$. It uses no property of the noise and no large $N$, so the covariance form of the bias and its removal by $W_L$ hold for a population of any size and for resampling that correlates the walkers, as long as (1) holds given the full past. The cumulant scaling enters only in the step to (8), and the covariances there remain quantities to be measured.

The second derivation assumes small fluctuations from the start and needs the conditional covariance $D(x)/N$ of the particular scheme. In return it gives $C$, $m$, $b$, $\sigma^2$, the dependence on $\tau$ and $\varepsilon$, and the cost of reweighting, all at leading order in $1/N$. It does not show by itself that the reweighted estimator converges to $E_0$ at finite $N$. The two meet in (7) at $L=1$, $(\langle f\rangle-J)\bar\delta=-\mathrm{Cov}(f_{t-1},x_t)$: setting $\langle f\rangle\to1$ and $\mathrm{Cov}(f_{t-1},x_t)\to JCw/(\lambda N)$ turns it into $m=Jm-JCw/\lambda$, and the Neumann series in (12) is the sum over past steps in (8).

The conditions of failure differ accordingly. When $C/N$ is not small, as for multinomial resampling with $\tau\to0$ at fixed $N$, where (11) gives $C=O(1/\tau)$, the $1/N$ law and extrapolation based on it lose their ground, while (4) to (7) survive. A scheme that violates (1), for instance by capping weights, breaks the conditioning step behind (3). If the capped factors are carried, the same steps hold with the capped kernel in place of $K$, and the reweighted average projects onto the leading eigenvector of that kernel, whose mixed energy is in general not $E_0$. If the uncapped factors are carried, then for $N>1$ they no longer cancel the normalization, and (3) has no counterpart with a constant matrix. With signed weights the positivity used for the probabilities $q_a$, for the lower bound on $f$ and for Jensen's inequality is lost, and neither derivation applies in the form given.
